# Open-core crystal-field parameters and the spurious aspherical 4f term, part 1

(Sections cited here and not found follow in the second part.)

A density-functional calculation of the crystal field at a rare-earth site has to decide which 4f density goes into the self-consistent potential. One choice fills the 4f orbitals of the state of interest, for instance the Hund's-rule ground state with its oblate or prolate charge cloud, and reads the crystal field from the resulting potential or from total-energy differences between such states. The other choice gives the $n$ 4f electrons a spherical density, treats them as an open core, and reads the crystal field from the nonspherical part of that potential. The theorem below shows that the second choice gives the crystal field to first order, and that, in the local-density approximation, the first adds a term which survives in a free ion, where the splitting is zero. In the Nd³⁺ example at the end, that term is, for the point charges chosen there, about twice the crystal-field splitting when read from spin-unpolarized energies (about six times with a spin-polarized shell) and about seven times the parameter $B^2_0$ when read from the potential.

## Setting and assumptions

Hartree atomic units are used. $V$ is the potential energy of an electron. The $Y_{kq}$ carry the Condon–Shortley phase, and $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$, so that $C^k_0=P_k(\cos\theta)$, $C^{k*}_q=(-1)^qC^k_{-q}$ and
$$\int C^{k*}_q\,C^{k'}_{q'}\,d\Omega=\frac{4\pi}{2k+1}\,\delta_{kk'}\delta_{qq'} .\tag{1}$$
The Coulomb kernel is expanded with the Laplace series and the addition theorem,
$$\frac{1}{|\mathbf r-\mathbf r'|}=\sum_{k=0}^\infty\frac{r_<^k}{r_>^{k+1}}\sum_{q=-k}^kC^k_q(\hat{\mathbf r})\,C^{k*}_q(\hat{\mathbf r}') ,\tag{2}$$
with $r_<$ and $r_>$ the smaller and larger of $r,r'$.

(a) The ion holds an integer number $n$ of 4f electrons in orbitals $\varphi_m=u(r)Y_{3m}/r$ with one fixed radial function, $\int u^2dr=1$.

(b) All other electrons, the rest, occupy Kohn–Sham orbitals orthogonal to the seven $\varphi_m$. Their state is a nondegenerate minimum of the energy with a gap above it, so it depends smoothly on parameters.

(c) The energy is a spin-unpolarized functional of the total density $\rho=\rho_{\rm rest}+n_f$,
$$E=T_{\rm rest}+T_f+\int v_{\rm ext}\,\rho\,d^3r+E_H[\rho]+E_{xc}[\rho],$$
where $v_{\rm ext}$ holds all nuclei and fixed charges. Explicit kernels are given for the local-density approximation (LDA), $E_{xc}=\int e(\rho)\,d^3r$, $v_{xc}=e'$, $f_{xc}=e''$.

(d) Where a single $J$ level is considered, the crystal field is small against the gaps to other levels of $4f^n$.

On the space of $4f^n$ states let $T^k_q=\sum_{i=1}^nC^k_q(\hat{\mathbf r}_i)$, each $C^k_q$ acting as a $7\times7$ matrix on the $\varphi_m$. For a 4f state $\Gamma$, pure or an ensemble, the moments are $Q_{kq}=\langle T^k_q\rangle_\Gamma$. The spherical density is $n_{\rm sph}=n\,u^2/(4\pi r^2)$, and $\delta n=n_\Gamma-n_{\rm sph}$. The open-core energy along the path from the spherical density to that of $\Gamma$ is
$$E(\lambda)=\min_{\rm rest}E[\rho_{\rm rest}+n_{\rm sph}+\lambda\,\delta n],$$
with Kohn–Sham potential $V_\lambda=v_{\rm ext}+v_H[\rho_\lambda]+v_{xc}[\rho_\lambda]$. The open-core potential is $V_{\rm KS}=V_0$.

## The theorem

**Theorem.** Under (a) to (c):

A. The part of the energy linear in $\delta n$ is the expectation value of
$$H_{\rm CF}=\sum_{k=2,4,6}\sum_{q=-k}^kB^k_q\,T^k_q,\qquad B^k_q=\sqrt{\frac{2k+1}{4\pi}}\int_0^\infty u^2(r)\,V_{kq}(r)\,dr,\tag{3}$$
$$V_{kq}(r)=\int Y^*_{kq}\,V_{\rm KS}\,d\Omega .$$

B. The exact repulsion among the 4f electrons has the same expectation value in all states of a $J$ level, and likewise in all states of an $LS$ term.

C. For a free ion in the LDA the part quadratic in $\delta n$, with the rest frozen, is $\tfrac12\sum_kF^k_{Hxc}\sum_q|Q_{kq}|^2$, where
$$F^k_{Hxc}=F^k+\frac{2k+1}{4\pi}\int\frac{u^4}{r^2}f_{xc}\,dr,\qquad F^k=\iint u^2(r)\frac{r_<^k}{r_>^{k+1}}u^2(r')\,dr\,dr' .\tag{4}$$
At most one of the three $F^k_{Hxc}$ vanishes. A potential built with $\delta n$ included yields, to first order in $\delta n$, the extra parameters $B^{k,\rm self}_q=Q^*_{kq}F^k_{Hxc}$, although by B the free ion has no splitting.

For $n=1$ the term in C is a self-interaction in the literal sense. For $n>1$ it is the aspherical Hartree and exchange-correlation interaction within the shell, to second order in $\delta n$, and none of it may contribute to the splitting of a level.

## The aspherical density

**Lemma 1.** The matrix $\langle3m|C^k_q|3m'\rangle$ vanishes for odd $k$ and for $k>6$, and
$$\delta n(\mathbf r)=\frac{u^2}{r^2}\sum_{k=2,4,6}\frac{2k+1}{4\pi}\sum_qQ^*_{kq}\,C^k_q(\hat{\mathbf r}).\tag{5}$$

*Proof.* Under $\hat{\mathbf r}\to-\hat{\mathbf r}$ the product $Y^*_{3m}Y_{3m'}$ is even and $C^k_q$ takes the factor $(-1)^k$, so the integral is zero for odd $k$. The product is a polynomial of degree 6 in the components of $\hat{\mathbf r}$, every such polynomial is a sum of harmonics of rank at most 6, and these are orthogonal to $C^k_q$ with $k>6$. With the one-body density matrix $\gamma_{mm'}$ of $\Gamma$, summed over spin, $n_\Gamma=(u^2/r^2)\sum\gamma_{mm'}Y_{3m}Y^*_{3m'}$, which therefore has the form $(u^2/r^2)\sum a_{kq}C^k_q$ with $k=0,2,4,6$. Multiplying by $C^{k*}_q$, integrating over space and using (1) gives $a_{kq}\,4\pi/(2k+1)=\int n_\Gamma C^{k*}_q\,d^3r=Q^*_{kq}$, because $n_\Gamma$ is real and $Q_{kq}=\int n_\Gamma C^k_q\,d^3r$. The $k=0$ term has $Q_{00}=n$ and equals $n_{\rm sph}$. ∎

The nonzero elements are given by the Gaunt formula
$$\langle lm|C^k_q|l'm'\rangle=(-1)^m\sqrt{(2l+1)(2l'+1)}\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}\begin{pmatrix}l&k&l'\\-m&q&m'\end{pmatrix},\tag{6}$$
which the program tests for $l=l'=3$ and $k=0$ to $8$ against angular quadrature.

## Proof of part A

**Lemma 2.** $dE/d\lambda=\int V_\lambda\,\delta n\,d^3r$ at every $\lambda$ where (b) holds.

*Proof.* Let $\psi_i(\lambda)$ be the minimizing rest orbitals with occupations $f_i$. The constraints are $\langle\psi_i|\psi_j\rangle=\delta_{ij}$ and $\langle\varphi_m|\psi_i\rangle=0$, and neither depends on $\lambda$. The total derivative has an implicit part through the $\psi_i$ and an explicit part. With $h=-\tfrac12\nabla^2+V_\lambda$ the implicit part is
$$\sum_if_i\big[\langle\dot\psi_i|h|\psi_i\rangle+{\rm c.c.}\big].$$
Stationarity under the constraints reads $h\psi_i=\varepsilon_i\psi_i+\sum_m\mu_{mi}\varphi_m$, with multipliers $\mu_{mi}$. Then $\langle\dot\psi_i|h|\psi_i\rangle=\varepsilon_i\langle\dot\psi_i|\psi_i\rangle+\sum_m\mu_{mi}\langle\dot\psi_i|\varphi_m\rangle$. Differentiating the second constraint gives $\langle\dot\psi_i|\varphi_m\rangle=0$, and differentiating the normalization gives $\langle\dot\psi_i|\psi_i\rangle+{\rm c.c.}=0$. The implicit part vanishes. In the explicit part, $T_f$ is constant: the kinetic operator commutes with rotations, so its matrix on the $\varphi_m$ is a multiple $t$ of the unit matrix, and $T_f=nt$ for every $\Gamma$. The remaining terms depend on $\lambda$ through $\partial\rho/\partial\lambda=\delta n$, and their functional derivative is $v_{\rm ext}+v_H+v_{xc}=V_\lambda$. ∎

*Proof of A.* Expand $V_{\rm KS}=\sum V_{kq}(r)Y_{kq}=\sum V_{kq}(r)\sqrt{(2k+1)/4\pi}\,C^k_q$. Since $\delta n$ is real it equals the complex conjugate of (5), which contains $Q_{kq}C^{k*}_q$. Lemma 2 at $\lambda=0$ and (1) give
$$E'(0)=\sum_{k=2,4,6}\sum_q\frac{2k+1}{4\pi}\,Q_{kq}\,\sqrt{\frac{2k+1}{4\pi}}\,\frac{4\pi}{2k+1}\int\frac{u^2}{r^2}V_{kq}\,r^2dr=\sum_{kq}B^k_q\,Q_{kq}=\langle H_{\rm CF}\rangle_\Gamma .$$
Reality of $V_{\rm KS}$ gives $V_{k,-q}=(-1)^qV^*_{kq}$, hence $B^k_{-q}=(-1)^qB^{k*}_q$, and $H_{\rm CF}$ is Hermitian. $V_{\rm KS}$ does not depend on $\Gamma$, so the same $B^k_q$ hold for every state. A Hermitian operator is fixed by its expectation values in all states, since those in $|a\rangle\pm|b\rangle$ and $|a\rangle\pm i|b\rangle$ give the real and imaginary parts of $\langle a|H|b\rangle$. The off-diagonal elements of $H_{\rm CF}$ are therefore determined as well. ∎

*Remark 1.* The spherical 4f density adds only a spherical Hartree potential, which does not enter (3). It does enter through $v_{xc}[\rho_{\rm rest}+n_{\rm sph}]$, which is nonlinear: the nonspherical part is $f_{xc}\,\delta\rho_{\rm rest}$ to leading order, with $f_{xc}$ taken at a density that includes $n_{\rm sph}$. The self-interaction of the spherical density, present in the LDA, cannot split levels; it affects $B^k_q$ through the shape of $u$ and through the screening, by an amount not assessed here.

*Remark 2.* The program tests Lemma 2 and (3) in a fully self-consistent model: a nucleus with $Z=5$, four relaxed electrons in the cc-pVDZ basis, one frozen f electron in a Gaussian of exponent $0.5\ \text{bohr}^{-2}$, and charges $-0.5$, $-0.3$ and $-0.2$ at points of no symmetry. For $\delta n$ leading from the spherical density to the $m=0$ orbital, the finite-difference slope is $3.894825\times10^{-3}$ Ha and $\int V_{\rm KS}\delta n$ is $3.894604\times10^{-3}$ Ha. The bare charges alone give $4.009071\times10^{-3}$ Ha, which is 2.9% above the slope, so the test separates the screened potential from the bare one. The seven levels from the radial integrals (3) agree with the eigenvalues of the f block of the Kohn–Sham matrix, measured from their mean, in the six printed decimals, from $-0.004874$ to $0.004468$ Ha.

## Projection on a J level

The Wigner–Eckart theorem states that within a level of angular momentum $J$ any two sets of operators with the commutation rules of a rank-$k$ tensor are proportional, with one constant for all $q$, $M$, $M'$.

**Lemma 3.** Under (d), with $X=J(J+1)$ and the Stevens operators
$$O^0_2=3J_z^2-X,\qquad O_4^0=35J_z^4-(30X-25)J_z^2+3X^2-6X,$$
$$O_6^0=231J_z^6-(315X-735)J_z^4+(105X^2-525X+294)J_z^2-5X^3+40X^2-60X,$$
and $O_6^6=\tfrac12(J_+^6+J_-^6)$, a field with real $B^k_0$ and $B^6_6=B^6_{-6}$ acts as $H_{\rm CF}=\sum\theta_k\,A_k^q\langle r^k\rangle\,O^q_k$ with
$$A_2^0\langle r^2\rangle=\tfrac12B^2_0,\quad A_4^0\langle r^4\rangle=\tfrac18B^4_0,\quad A_6^0\langle r^6\rangle=\tfrac1{16}B^6_0,\quad A_6^6\langle r^6\rangle=\tfrac{\sqrt{231}}{16}B^6_6 .\tag{7}$$

*Proof.* By (d), first-order degenerate perturbation theory needs only the block of $H_{\rm CF}$ within the level. Replacing $x,y,z$ in the harmonic polynomial $r^kC^k_q$ by symmetrized products of $J_x,J_y,J_z$ commutes with rotations, because $\mathbf J$ and $\mathbf r$ are both vectors, so it yields a rank-$k$ tensor; $\theta_k$ is defined as the Wigner–Eckart constant between $T^k_q$ and this tensor. With $c=\cos\theta$, the Legendre polynomials are $P_2=\tfrac12(3c^2-1)$, $P_4=\tfrac18(35c^4-30c^2+3)$, $P_6=\tfrac1{16}(231c^6-315c^4+105c^2-5)$. The $O^0_k$ are the images of the brackets, as the leading coefficients show; the lower terms come from the ordering of the $J$ components and are fixed as follows. The $q=0$ components of ranks below $k$ span the polynomials in $J_z$ of degree below $k$, and tensors of different rank are orthogonal under the trace, so $O^0_k$ is the polynomial in $J_z$ with the stated leading coefficient that satisfies ${\rm Tr}(O^0_kJ_z^p)=0$ for all $p<k$. Hence $T^k_0=\lambda_k\theta_kO^0_k$ with $\lambda_k=\tfrac12,\tfrac18,\tfrac1{16}$. For $q=\pm6$, $C^6_{\pm6}=(11!!/\sqrt{12!})\sin^6\theta\,e^{\pm6i\phi}=(\sqrt{231}/32)\sin^6\theta\,e^{\pm6i\phi}$, and $(x\pm iy)^6\to J_\pm^6$, so $T^6_6+T^6_{-6}=(\sqrt{231}/32)\theta_6(J_+^6+J_-^6)=(\sqrt{231}/16)\theta_6O_6^6$. ∎

For $J=9/2$ only, the lower terms of the $O^0_k$ and the relations (7) are tested by comparing the Stevens matrix with the block of $\sum B^k_qT^k_q$ computed in the 364 determinants of $f^3$. The symbol $A_k^q\langle r^k\rangle$ names one number; it factorizes into a lattice sum times $\langle r^k\rangle=\int u^2r^kdr$ if $V_{kq}\propto r^k$ over the range of $u$, and otherwise it need not.

For the level ${}^4I_{9/2}$ of $f^3$ ($L=6$, $S=3/2$) the factor $\theta_2$ follows in three steps. First, for one electron $\langle3m|C^2_0|3m\rangle\propto3m^2-12$. For $m=3$, $|Y_{33}|^2\propto(1-c^2)^3$ gives $\langle c^2\rangle=(32/315)/(32/35)=1/9$ and $\langle P_2\rangle=-1/3$, so the element is $(12-3m^2)/45$. Second, the state $M_L=6$, $M_S=3/2$ is the determinant of $m=3,2,1$ with parallel spins, with $Q_{20}=-\tfrac13+0+\tfrac15=-\tfrac2{15}$. Within the term $T^2_0=\tfrac12\theta_2^{L}(3L_z^2-42)$, and $3\cdot36-42=66$ gives $\theta_2^L=-2/495$. Third, $|J{=}\tfrac92,M{=}\tfrac92\rangle=\sum a_{M_L}|M_L\rangle|\tfrac92-M_L\rangle$ with $M_L=6,5,4,3$ is annihilated by $J_+=L_++S_+$. With the ladder factors $\sqrt{42-M_L(M_L+1)}$ and $\sqrt{15/4-M_S(M_S+1)}$ this requires $\sqrt{12}\,a_5=-\sqrt3\,a_6$, $\sqrt{22}\,a_4=-2a_5$, $\sqrt{30}\,a_3=-\sqrt3\,a_4$, so the weights $a^2$ are $220,55,10,1$ over $286$. Then
$$\langle3L_z^2-42\rangle=\frac{220\cdot66+55\cdot33+10\cdot6-15}{286}=\frac{16380}{286},$$
and dividing by $O_2^0(M{=}\tfrac92)=36$ gives $35/22$. Thus $\theta_2=-\tfrac2{495}\cdot\tfrac{35}{22}=-\tfrac7{1089}=-6.42792\times10^{-3}$, the printed value. The same three steps apply for $k=4,6$; the program obtains $\theta_4=-2.91108\times10^{-4}$ and $\theta_6=-3.79880\times10^{-5}$ from 6j recoupling and tests them against the determinant expansion.

## Screening by the rest

Take a spherical ion with density $\rho_0(r)$ and fixed charges $q_j$ at $\mathbf R_j$, all at distance $R$. The electron has charge $-1$, so by (2)
$$v=-\sum_j\frac{q_j}{|\mathbf r-\mathbf R_j|}=\sum_{kq}G_{kq}\,w_k^{\rm b}(r)\,C^k_q,\qquad G_{kq}=-\sum_jq_jC^{k*}_q(\hat{\mathbf R}_j),\qquad w_k^{\rm b}=\frac{r_<^k}{r_>^{k+1}},$$
where $r_<,r_>$ now compare $r$ with $R$.

**Lemma 4.** To first order in the nonspherical field, $B^k_q=G_{kq}\int u^2w_k\,dr$ with $w_k=(1-K_k\chi_k)^{-1}w_k^{\rm b}$. The radial operators are
$$(K_kg)(r)=\frac{4\pi}{2k+1}\int\frac{r_<^k}{r_>^{k+1}}\,g(r')\,r'^2dr'+f_{xc}(\rho_0(r))\,g(r),\tag{8}$$
$$(\chi_kw)(r)=\sum_{a,b\neq a}\frac{2f_a\,A_{ab}}{\varepsilon_a-\varepsilon_b}\,\frac{u_au_b}{r^2}\int u_au_b\,w\,dr',\qquad A_{ab}=\frac{(2l_a+1)(2l_b+1)}{4\pi}\begin{pmatrix}l_a&k&l_b\\0&0&0\end{pmatrix}^2,\tag{9}$$
where $a$ runs over closed shells with $f_a=2$ electrons per orbital and $b$ over all radial states other than 4f, with $u$ taken as the 4f eigenfunction of the same spherical Kohn–Sham potential.

*Proof.* The linear response of a spherical system commutes with rotations, so it maps $w(r)Y_{kq}$ to a function with the same $Y_{kq}$ and a radial operator independent of $q$; take $q=0$. A density $g(r)Y_{k0}$ has, by (2) and (1), the Hartree potential $Y_{k0}\,\tfrac{4\pi}{2k+1}\int(r_<^k/r_>^{k+1})g\,r'^2dr'$, and it changes $v_{xc}$ by $f_{xc}gY_{k0}$. This is (8). For a perturbation $\delta V=wY_{k0}$, first-order theory gives $\delta\psi_i=\sum_j\psi_j\langle j|\delta V|i\rangle/(\varepsilon_i-\varepsilon_j)$ and $\delta\rho=\sum_if_i(\psi_i^*\delta\psi_i+{\rm c.c.})$. Mixing within one closed shell is a unitary change among equally occupied orbitals and leaves the density alone, so $b\ne a$; assumption (b) removes $b=4f$. Projecting $\delta\rho$ on $Y_{k0}$ produces a second angular factor $\langle l_am|Y_{k0}|l_bm'\rangle$, the conjugate of the first, and the c.c. doubles the real result. By (6) and the orthogonality relation $\sum_{mm'}\big(\begin{smallmatrix}l&k&l'\\-m&0&m'\end{smallmatrix}\big)^2=1/(2k+1)$,
$$\sum_{mm'}|\langle l_am|Y_{k0}|l_bm'\rangle|^2=\frac{2k+1}{4\pi}(2l_a+1)(2l_b+1)\begin{pmatrix}l_a&k&l_b\\0&0&0\end{pmatrix}^2\frac1{2k+1}=A_{ab}.$$
Self-consistency is $w=w^{\rm b}+K_k\chi_kw$, which is solved by the stated inverse. The relation is linear, so it holds for the coefficient of $C^k_q$ as for that of $Y_{kq}$. Finally $V_{kq}=\sqrt{4\pi/(2k+1)}\,G_{kq}w_k$, and the square roots cancel in (3). ∎

An exact limit tests (8) and (9). For $\delta V=gz$ and all $N$ electrons responding, the net force on the stationary electron cloud is zero, and the Hartree and exchange-correlation terms, being translation invariant, contribute none. The field contributes $-Ng$ along $z$ and the nucleus $-Z\int\delta\rho\cos\theta\,r^{-2}d^3r$, so the integral equals $-Ng/Z$. By the $k=1$ term of (2), the induced Hartree potential near the nucleus is $z\int\delta\rho\cos\theta'\,r'^{-2}d^3r'=-(N/Z)gz$. For Nd³⁺, with the 4f shell allowed to respond in this test only, the computed shielding is $0.9500$ and $N/Z=57/60=0.9500$.

**Lemma 5.** With $s=u^2/r^2$ and $\langle a,b\rangle=\int ab\,r^2dr$,
$$\langle s,w_k\rangle=\langle w^{\rm b}_k,\;s+\chi_k(1-K_k\chi_k)^{-1}K_ks\rangle .$$

*Proof.* $K_k$ and $\chi_k$ are symmetric in this product, as (8) and (9) show on multiplying by $r^2$ and a second function. Then $\langle s,(1-K\chi)^{-1}w^{\rm b}\rangle=\langle(1-\chi K)^{-1}s,w^{\rm b}\rangle$. From $(1-K\chi)K=K(1-\chi K)$ follows $(1-K\chi)^{-1}K=K(1-\chi K)^{-1}$, so $1+\chi(1-K\chi)^{-1}K=1+\chi K(1-\chi K)^{-1}=(1-\chi K)^{-1}$. ∎

*Remark 3.* The right side is the bare field acting on the aspherical 4f density together with the cloud that this density induces in the rest. One might object that a spherical open core misses this cloud. Lemma 5 shows that its interaction with the surroundings is already contained in (3) at first order in the field, and adding it would count it twice. The program tests the identity for $k=2,4,6$.

## Proof of part B

The operator $V_{ee}=\sum_{i<j}1/r_{ij}$ depends only on distances and not on spin, so it commutes with $\mathbf L$ and $\mathbf S$. The projector on $4f^n$ commutes with both, because rotations map the span of the $\varphi_m$ onto itself. The projected $V_{ee}$ therefore commutes with $\mathbf L$, $\mathbf S$ and $\mathbf J$. With $J_-|JM\rangle=\beta|J,M{-}1\rangle$ and $J_+J_-|JM\rangle=\beta^2|JM\rangle$,
$$\langle J,M{-}1|V_{ee}|J,M{-}1\rangle=\beta^{-2}\langle JM|J_+V_{ee}J_-|JM\rangle=\beta^{-2}\langle JM|V_{ee}J_+J_-|JM\rangle=\langle JM|V_{ee}|JM\rangle .$$
Elements with $M\neq M'$ vanish because $V_{ee}$ commutes with $J_z$. The block is a multiple of the unit matrix, so all pure states and ensembles of the level have one energy. The same argument with $L_\pm$ and $S_\pm$ covers a term. ∎

The mechanism can be made explicit. By (2), the projected repulsion is $\tfrac12\sum_kF^k\sum_q\sum_{i\ne j}C^k_q(i)C^{k\dagger}_q(j)$. Adding and subtracting the terms $i=j$,
$$V_{ee}=\tfrac12\sum_{k=0,2,4,6}F^k\Big[\sum_qT^k_qT^{k\dagger}_q-n\,c_k\Big],\qquad c_k=7\begin{pmatrix}3&k&3\\0&0&0\end{pmatrix}^2 .\tag{10}$$
Here $\sum_qC^k_qC^{k\dagger}_q$ is a rotational scalar on the seven orbitals, hence $c_k$ times the unit matrix, and its trace from (6) is $49\big(\begin{smallmatrix}3&k&3\\0&0&0\end{smallmatrix}\big)^2$ because the squared 3j symbols summed over all projections give 1. For $k=0$, $c_0=1$ and the term is $\tfrac12n(n-1)F^0$; for $n=1$ every bracket is zero. Writing $T=Q+\Delta T$,
$$\Big\langle\sum_qT^k_qT^{k\dagger}_q\Big\rangle=\sum_q|Q_{kq}|^2+\sum_q\langle\Delta T^k_q\,\Delta T^{k\dagger}_q\rangle .\tag{11}$$
The left side is constant in a level. The first term on the right is, as shown next, the Hartree energy; the second is the quantum fluctuation of the multipole moment, which is smaller in just those states where the mean moment is larger. The exact exchange-correlation energy of the shell must contain this fluctuation and so cancel the state dependence of the Hartree term completely.

Parts A and B are now proved: the spherical open-core potential gives the crystal field to first order in the aspherical 4f density, and the exact repulsion among the 4f electrons cannot split a level. It remains to prove part C, that the LDA leaves a spurious aspherical term even in a free ion, and to state the limits of the theorem and work through the Nd³⁺ example.
